\section*{Stopping Richardson-Lucy deconvolution of SIMS profiles before noise becomes peaks}

\section{One layer, five peaks}

A simulated secondary-ion (SIMS) measurement of one buried boron layer contains 10510 counts. Three steps of Richardson-Lucy deconvolution give a single prominent peak of $81.6\times10^{18}\,\mathrm{cm^{-3}}$ at 50.0 nm, where the true profile has $80.8\times10^{18}\,\mathrm{cm^{-3}}$. After 2000 steps on the same data there are five prominent peaks (the counting rule is given with the table below), at 37.0, 41.5, 48.0, 52.0 and 56.5 nm, the highest reaching $115.3\times10^{18}\,\mathrm{cm^{-3}}$. No value is negative and the total is still 10510 counts. Both safeguards have held, and the profile is wrong.

The true layer is a Gaussian of dose $10^{14}\,\mathrm{cm^{-2}}$ and standard deviation 5 nm, centred at 50 nm on a background of $10^{18}\,\mathrm{cm^{-3}}$. The window has $N=120$ channels of width $\Delta=0.5$ nm and starts at 20 nm depth. One count stands for $10^{10}\,\mathrm{cm^{-2}}$, hence for $10^{10}/(0.5\times10^{-7})=2\times10^{17}\,\mathrm{cm^{-3}}$ in one channel, and the true peak is 404 counts.

\section{What is measured, and the naive inverse}

Let $x_j\ge0$ be the dopant content of channel $j$, in counts. The counts $d_i$ are independent Poisson variables with means
\begin{equation}
y_i=\sum_jA_{ij}x_j,\qquad A_{ij}\ge0,\qquad s_j=\sum_iA_{ij}>0 .
\end{equation}
Here $A_{ij}$ is the probability that dopant from channel $j$ is recorded in channel $i$. It is assumed known, linear in concentration and independent of depth, and detector dark counts are neglected. In the example it is a two-sided exponential, rising over 0.8 nm and falling over 2.0 nm, convolved with a Gaussian of standard deviation 1.5 nm. Its mean shift is $2.0-0.8=1.2$ nm and its rms width is $(1.5^2+0.8^2+2.0^2)^{1/2}=2.6$ nm. It lowers the noise-free peak to $72.3\times10^{18}\,\mathrm{cm^{-3}}$.

Both ends of the window lie in equal background, so the window may be closed into a ring. Then $A_{ij}=h_{i-j}$ with $\sum_mh_m=1$, and every $s_j=1$. With $z_j=j\Delta$, define
\begin{equation}
H(q)=\sum_mh_me^{-iqm\Delta},\qquad H(0)=1 .
\end{equation}
Acting on $e^{iqz_j}$, the matrix $A$ multiplies it by $H$. Its transpose reverses the sign of the lag and multiplies it by $H^*$.

The naive estimate divides each Fourier component of the data by $H$. This is right for noise-free data, but it also divides the noise by $H$. The response has $|H|=0.73$ at a period of 20 nm, 0.36 at 10 nm, 0.044 at 5 nm and 0.012 at 4 nm. Shot noise has equal mean power at all periods on a flat profile, so its 4 nm component is multiplied by $1/0.0118\approx85$. The result also takes negative values freely. A better scheme should use the Poisson law and respect $x\ge0$.

\section{An update that respects the counts}

Apart from a term independent of $x$, the Poisson log-likelihood is
\begin{equation}
L(x)=\sum_i\left(d_i\ln y_i-y_i\right).
\end{equation}
Direct maximization is awkward because each logarithm contains a sum over channels. A lower bound separates them. For the present estimate $x$, with all $x_j>0$, and any trial profile $z$, set
\begin{equation}
w_{ij}=\frac{A_{ij}x_j}{y_i},\qquad \sum_jw_{ij}=1,\qquad
\frac{(Az)_i}{y_i}=\sum_jw_{ij}\frac{z_j}{x_j}.
\end{equation}
The logarithm is concave, so the logarithm of this average is at least the average of the logarithms. Therefore
\begin{align}
L(z)-L(x)&=\sum_id_i\ln\frac{(Az)_i}{y_i}-\sum_js_j(z_j-x_j)\\
&\ge\sum_jc_j\ln\frac{z_j}{x_j}-\sum_js_j(z_j-x_j)\equiv B(z),
\end{align}
where
\begin{equation}
c_j=\sum_id_iw_{ij}=x_j\sum_i\frac{A_{ij}d_i}{y_i}.
\end{equation}
Each $z_j$ now stands alone. Setting $\partial B/\partial z_j=c_j/z_j-s_j$ to zero gives $z_j=c_j/s_j$. It is a maximum, since the second derivative is $-c_j/z_j^2<0$ for $c_j>0$. The update is thus
\begin{equation}
x'_j=\frac{x_j}{s_j}\sum_i\frac{A_{ij}d_i}{y_i},
\label{eq:rl}
\end{equation}
which is the Richardson-Lucy iteration.

Inserting $c_j=s_jx'_j$ into $B$ gives a guaranteed gain,
\begin{equation}
L(x')-L(x)\ge\sum_js_j\left[x'_j\ln\frac{x'_j}{x_j}-x'_j+x_j\right]\ge0 .
\end{equation}
The bracket is $x_j(t\ln t-t+1)$ with $t=x'_j/x_j$. Its derivative in $t$ is $x_j\ln t$, so its minimum is zero, at $t=1$. The likelihood cannot fall, and it rises whenever the profile changes.

The gradient is $\partial L/\partial x_j=\sum_iA_{ij}d_i/y_i-s_j$. Subtracting $x_j$ from both sides of (\ref{eq:rl}) gives
\begin{equation}
x'_j-x_j=\frac{x_j}{s_j}\frac{\partial L}{\partial x_j}.
\end{equation}
The step is an uphill step whose size is proportional to the local content. Since $\partial L/\partial x_j\ge-s_j$, a downward step never exceeds $x_j$, so a channel approaching zero slows down instead of crossing it.

\section{What the two safeguards say}

All factors in (\ref{eq:rl}) are non-negative, so a positive start never leads to a negative value. A channel can become zero if every data channel it contributes to is empty, and it then stays zero. For comparison, the linear iteration $x'=x+A^{T}(d-Ax)$ was run for 300 steps on 100 simulated measurements of the layer. Its lowest value was $-8.3\times10^{18}\,\mathrm{cm^{-3}}$. Positivity is a real gain of the multiplicative form.

For the counts, multiply (\ref{eq:rl}) by $s_j$, sum, and exchange the sums:
\begin{equation}
\sum_js_jx'_j=\sum_i\frac{d_i}{y_i}\sum_jA_{ij}x_j=\sum_id_i .
\end{equation}
This holds after each step, whatever the previous estimate. The conserved quantity is the weighted total. It equals the plain total for any data if every $s_j=1$, as on the ring.

A window that cuts the layer shows the difference. Keep the 61 channels from 20 to 50 nm, for both data and estimate, and discard the rest. Near the cut, part of the response falls outside and $s_j<1$. After 20 steps on the first simulated profile, the 4630 measured counts give $\sum_js_jx_j=4630$ but $\sum_jx_j=6445$. The true content of these channels is about 5500 counts: half the layer's 10000, half of the central channel's 399, and $61\times5$ of background. The model has no dopant beyond the cut, so it must assign counts that came from there to channels inside. Here, dividing by $s_j$ does not restore the right dose. The window should end where the profile is flat. If it is not closed into a ring, its outermost channels remain unreliable even then.

Neither safeguard concerns shape. Moving counts from a valley to a neighbouring hill changes no total and need not make anything negative.

\section{How iteration amplifies shot noise}

Take a flat true profile of $c$ counts per channel, and write $d_i=c(1+n_i)$ and $x_j=c(1+e_j)$ with small $n$ and $e$. On the ring $y_i=c[1+(Ae)_i]$. To first order $d_i/y_i=1+n_i-(Ae)_i$, and (\ref{eq:rl}) becomes
\begin{equation}
e'=e+A^{T}(n-Ae),\qquad e'(q)=e(q)+H^*\left[n(q)-He(q)\right].
\end{equation}
The linear iteration above obeys the same law. For $H\ne0$ the fixed point is $n/H$. Subtracting it and using $H^*=|H|^2/H$,
\begin{equation}
e'-\frac nH=\left(1-|H|^2\right)\left(e-\frac nH\right).
\end{equation}
A flat start has $e_0(q)=0$ for $q\ne0$, so after $k$ steps
\begin{equation}
e_k=G_kn,\qquad G_k=\frac{1-(1-|H|^2)^k}{H}.
\label{eq:gain}
\end{equation}

If the true profile carries a small modulation $t(q)$, the data contain $Ht+n$, and the remaining error is
\begin{equation}
e_k-t=-(1-|H|^2)^k\,t+G_kn .
\label{eq:balance}
\end{equation}
The first term is lost resolution, which decays. The second is noise, which grows. When $k|H|^2\ll1$, expansion gives $G_k\approx kH^*$, so a poorly transmitted component has barely entered. When $k|H|^2\gg1$, $G_k\approx1/H$. In this linear regime, late iteration reproduces the naive inverse. The iteration number sets which periods have been admitted.

The largest gain follows from two bounds. With $h=|H|$, $1-(1-h^2)^k$ is at most 1 and, by Bernoulli's inequality, at most $kh^2$. The smaller of 1 and $kh^2$ does not exceed $\sqrt k\,h$, so $|G_k|\le\sqrt k$. For the actual maximum at large $k$, put $h=u/\sqrt k$. Then $(1-h^2)^k\to e^{-u^2}$ and
\begin{equation}
\frac{|G_k|}{\sqrt k}\to\frac{1-e^{-u^2}}u .
\end{equation}
Its derivative vanishes when $2u^2e^{-u^2}=1-e^{-u^2}$, or $e^{u^2}=1+2u^2$. The positive root is $u=1.12$, where the ratio is 0.638. If $|H|$ takes a continuous range of values down to zero, the largest gain therefore grows as $0.638\sqrt k$.

At $k=2000$ the most amplified component has $|H|\approx1.12/\sqrt{2000}=0.025$, which lies between the values at periods of 5 and 4 nm. The five late peaks of the opening profile have a mean spacing of $(56.5-37.0)/4=4.9$ nm. This is close to the period of largest gain, but one profile proves little.

Shot noise excites all components. Independent channels of variance $c$ have $\langle n_jn_l\rangle=\delta_{jl}/c$, hence $\langle n(q)n^*(q')\rangle=N\delta_{qq'}/c$. Transforming $G_kn$ back to depth and multiplying by $c^2$ gives the variance of each channel,
\begin{equation}
\operatorname{var}(x_j)=c\,g_k^2,\qquad g_k^2=\frac1N\sum_q|G_k(q)|^2 .
\label{eq:var}
\end{equation}
For the example's response, $g_k$ is 0.65, 1.81 and 5.26 at $k=10$, 100 and 1000. The full nonlinear iteration was run for 300 steps on 200 random flat profiles of $10^5$ counts per channel. It gave an rms gain of 3.005, where (\ref{eq:var}) gives 2.995.

At the layer's peak level, the relative noise $g_k/\sqrt c$ is $0.65/\sqrt{404}=3\%$ at $k=10$, 9\% at $k=100$ and 26\% at $k=1000$. These are estimates, since the layer is not flat. Ripples of 26\% with a period near 5 nm can split a layer whose full width at half maximum is $2.355\times5=11.8$ nm.

\section{Noise is the cause in this layer}

One hundred measurements of the layer were simulated and each was followed for 2000 steps. In the table, ``mean'' is the rms over channels of the difference between the ensemble average and the truth. ``Noise'' is the rms standard deviation. Both are in $10^{18}\,\mathrm{cm^{-3}}$. A peak is counted if it stands at least $8.0\times10^{18}\,\mathrm{cm^{-3}}$, a tenth of the layer height, above the higher of the two minima separating it from higher ground. ``False'' is the average number of such peaks beyond one.

\begin{center}
\begin{tabular}{rrrr}
$k$ & mean & noise & false\\
1 & 5.18 & 0.45 & 0.00\\
3 & 0.62 & 0.73 & 0.00\\
10 & 0.15 & 1.25 & 0.00\\
100 & 0.31 & 3.36 & 0.13\\
300 & 0.50 & 5.41 & 1.22\\
1000 & 1.01 & 9.18 & 3.83\\
2000 & 1.55 & 12.40 & 5.49
\end{tabular}
\end{center}

The same iterations on noise-free data gave no false peak at any listed $k$. For this smooth layer, shot noise is thus the cause, and late iteration is the amplifier. The control does not cover abrupt profiles. There the missing fraction in (\ref{eq:balance}) removes short periods that the true edge contains, and overshoot appears without noise. For a box layer 20 nm wide and 400 counts high, noise-free data give a maximum 11\% too high at $k=10$ and 16.5\% too high at $k=2000$, with one and two false peaks by the same rule.

The flat-profile law can be compared with the noise column. The layer does not vary slowly on the scale of the late ripples, so applying (\ref{eq:var}) with the local content is only an estimate. Averaged over channels, $c$ becomes the mean content $10000/120+5=88.3$ counts, and the rms noise is $0.2\sqrt{88.3}\,g_k=1.88\,g_k$ in table units. This gives 1.2, 3.4 and 9.9 at $k=10$, 100 and 1000, against 1.25, 3.36 and 9.18 simulated.

The mean error seems to rise again after $k=10$. An average over 100 profiles retains about a tenth of the noise, which is 0.13 at $k=10$ and 1.24 at $k=2000$. Much of the rise is this sampling error. The table does not settle whether a true bias is present as well.

The total rms error is least at $k=4$, where it is $0.87\times10^{18}\,\mathrm{cm^{-3}}$, against 12.4 in the same unit at $k=2000$. Equation (\ref{eq:balance}) makes so early an optimum plausible. At a period of 20 nm the missing fraction after four steps is $(1-0.735^2)^4\approx0.045$, and a Gaussian layer of 5 nm has little content at much shorter periods. The argument is qualitative, since the layer is not a small modulation: without noise the iteration leaves an error of 0.24 after four steps where the linear law gives 0.63, and that law puts the optimum at $k=5$. A narrower layer has more of its content at short periods. These are recovered more slowly, and the noise grows in the meantime. The raw data have an error of 5.5 in this unit, which includes the effect of the uncorrected 1.2 nm mean shift.

\section{Stopping without knowing the truth}

In a measurement the error curve is unknown, and the likelihood of the fitted data has no turning point to mark the stop, because it never falls. The likelihood of independent data can have one, and Poisson counts can supply such data. Assign each count to half $a$ or half $b$ by a fair coin. If $d=a+b$ has mean $\mu$, then
\begin{equation}
P(a,b)=\frac{e^{-\mu}\mu^{a+b}}{(a+b)!}\,\frac{(a+b)!}{a!\,b!}\,\frac1{2^{a+b}}
=\frac{e^{-\mu/2}(\mu/2)^a}{a!}\,\frac{e^{-\mu/2}(\mu/2)^b}{b!}.
\end{equation}
The halves are independent Poisson variables with equal means. Iterate on $a$, and score the prediction $y^{(k)}=Ax^{(k)}$ on $b$:
\begin{equation}
S_k=\sum_i\left[y^{(k)}_i-b_i\ln y^{(k)}_i\right].
\end{equation}
Averaged over $b$, each term is $y_i-(\mu_i/2)\ln y_i$, which is least at the true mean $y_i=\mu_i/2$. Noise fitted in $a$ does not recur in $b$ and raises the average score. The scheme is then:
\begin{enumerate}
\item Choose a window ending in flat, equal background, and start from the mean count.
\item Split the counts, iterate (\ref{eq:rl}) on one half, and record the $k$ with the lowest $S_k$.
\item Run that many steps on the full data.
\end{enumerate}

Over the 100 profiles the quartiles of the chosen $k$ were 3, 4 and 5. The median rms error was $0.90\times10^{18}\,\mathrm{cm^{-3}}$, against 11.8 in the same unit at $k=2000$. Yet the largest chosen $k$ was 2000, the end of the run, and the stopped profiles still had 0.12 false peaks on average. No false peaks were counted at $k=3$ or 10, so stops at those steps did not contribute. The average stands for 12 peaks in at most a dozen profiles, so it and the largest $k$ vary strongly between ensembles: another set of 200 profiles had no stop beyond $k=98$ and no false peak.

The weakness has a possible origin. The score judges blurred predictions, in which the noise gain is $|HG_k|=1-(1-|H|^2)^k\le1$. A ripple of period 5 nm is multiplied by 0.044 before it is judged, so the score may be nearly level at large $k$, and chance can then place its minimum there. This explanation of the late stops is a conjecture.

Equation (\ref{eq:var}) offers a cap that does not depend on the score. If relative noise $\tau$ is tolerable at a peak of $c$ counts, require $g_k\le\tau\sqrt c$. For $\tau=5\%$ and $c=404$ the limit is $g_k\le1.0$, which admits $k=10$ and excludes $k=100$. Such a cap would have rejected the stop at 2000. The combined rule was not simulated.

\section{Consequences for activation, and the real case}

Suppose boron above $10^{20}\,\mathrm{cm^{-3}}$ is counted as inactive. This ceiling is an assumed round value. The true layer stays below it, so its inactive dose is zero. At $k=2000$ the profiles show on average $2.3\times10^{12}\,\mathrm{cm^{-2}}$ above the ceiling, 2.3\% of the layer dose, all of it false. With the held-out stop the average is $0.02\times10^{12}\,\mathrm{cm^{-2}}$.

The parameters are round values in the regime of low-energy SIMS on epitaxial boron layers in silicon, and 404 counts at the peak is a deliberately weak signal. At fixed $k$, a hundred times more counts would cut the relative noise tenfold in the linear regime. With $g_{2000}\approx7.3$ it would be $7.3/\sqrt{40400}\approx3.6\%$ at the peak. Fifty simulated profiles at that count level showed no false peak and no dose above the ceiling at $k=100$, 1000 or 2000. The split layer within 2000 steps is thus a result for weak signals. Real responses are known imperfectly and can change with depth through roughening. When noise-free data made with a fall length of 2.2 nm were deconvolved with 2.0 nm, the peak came out 1.2\% lower than with the right response, at both $k=30$ and $k=2000$, so further iteration does not repair a wrong response. Dead time of 20 ns at one second per channel would lose a fraction $7\times10^{-6}$ of the peak counts. Boron is 0.16\% of the silicon density at the peak, which suggests a small matrix effect but does not measure it. A comparison with an electrical profile needs more care. The Debye length in the background is 4.1 nm at 300 K, so holes spread beyond the dopant edge. The peak is also about 2.7 times a rough effective valence-band density of states of $3\times10^{19}\,\mathrm{cm^{-3}}$, so Boltzmann statistics fail there. A hole profile should not be expected to match even a perfect deconvolution channel by channel.
